# Thiele–Padé continuation of a self-energy by the Vidberg–Serene recursion

Let $z_1,\dots,z_N$ be distinct complex points with data $u_1,\dots,u_N$. Define inverse differences by $g_1(z_i)=u_i$, $a_p=g_p(z_p)$ and

$$g_{p+1}(z_i)=\frac{a_p-g_p(z_i)}{(z_i-z_p)\,g_p(z_i)},\qquad i>p, \tag{1}$$

and polynomials by $A_0=0$, $A_1=a_1$, $B_0=B_1=1$ and

$$\begin{aligned}A_{n+1}&=A_n+(z-z_n)a_{n+1}A_{n-1},\\ B_{n+1}&=B_n+(z-z_n)a_{n+1}B_{n-1}.\end{aligned} \tag{2}$$

The function $C_N=A_N/B_N$ satisfies $C_N(z_k)=u_k$ at every point under two conditions:

- (i) $g_p(z_i)\neq0$ for all $p<N$ and $i\ge p$, so that no division in (1) fails (the cases $i>p$) and no coefficient $a_p$ with $p<N$ vanishes (the case $i=p$);
- (ii) $B_N(z_k)\neq0$ for all $k$.

Condition (ii) does not follow from (i), as an example with three points will show. If the data come from a self-energy with $M$ simple poles and no constant part, and both conditions hold for $N=2M$, then $C_{2M}$ is that self-energy in the whole complex plane.

## What the continuation has to represent

In a GW calculation the self-energy can be computed at imaginary frequencies, where it is smooth, while it is needed near the real axis, where it has poles. As a test case with a known answer, take the correlation part of one diagonal matrix element in the form

$$\Sigma(z)=\sum_{m=1}^{M}\frac{R_m}{z-E_m},\qquad R_m>0,\quad E_m\ \text{real}. \tag{3}$$

Energies are in hartree (Ha), measured from the chemical potential, and $R_m$ is in Ha². Poles at negative and positive $E_m$ belong to the occupied and empty sides. The static exchange part is left out. The input is $\Sigma(i\omega)$ with $\omega>0$, and the output is wanted at $\omega+i\eta$ with small $\eta>0$, which is the retarded side of the real axis.

The first naive scheme is a polynomial through the data. It has no poles, and unless it is constant it grows at large $|z|$, whereas (3) decays. Agreement at the nodes cannot cure this. A ratio of polynomials $P/Q$ can have poles and can decay, and (3) brought to a common denominator has this form.

The second naive scheme finds the coefficients of $P$ and $Q$ from the linear equations

$$P(z_k)-u_kQ(z_k)=0,\qquad k=1,\dots,N, \tag{4}$$

with one coefficient fixed by normalization. It has three weaknesses. Dense elimination costs of order $N^3$ operations, and a new node requires a new solve unless the old factorization is kept and updated. The matrix contains powers of $z_k$: for nodes between $0.5i$ and $4i$ the fourth powers differ by a factor $8^4=4096$. Finally, (4) was obtained by multiplying with $Q(z_k)$, so it is also satisfied when $P$ and $Q$ both vanish at a node, and then the ratio need not equal the datum.

A scheme that adds one node at a time removes the first weakness and forms no matrix of powers. It does not remove the sensitivity of the continuation to errors in the data, as the last section shows. The third weakness remains. It shows up either as a vanishing divisor while the scheme is built or as a vanishing denominator at a node.

## Adding one node at a time

Start with a constant $a_1=u_1$, which fits the first node. To fit more nodes without spoiling this one, divide by a factor that equals one at $z_1$:

$$g_1(z)=\frac{a_1}{1+(z-z_1)g_2(z)}.$$

The unknown function is now $g_2$, and it can be treated in the same way. At level $p$,

$$g_p(z)=\frac{a_p}{1+(z-z_p)g_{p+1}(z)},\qquad a_p=g_p(z_p). \tag{5}$$

Multiplying by the denominator gives $g_p+(z-z_p)g_pg_{p+1}=a_p$. Solving for $g_{p+1}$ at a later node $z_i$ gives (1). Stopping at level $N$, with the innermost function replaced by the constant $a_N$, gives Thiele's continued fraction

$$C_N(z)=\cfrac{a_1}{1+\cfrac{a_2(z-z_1)}{1+\cfrac{a_3(z-z_2)}{1+\cdots}}}\,.$$

The table of inverse differences takes $N(N-1)/2$ applications of (1). A further node adds one entry to each earlier level and one new coefficient, and leaves the old coefficients unchanged.

Condition (i) has a simple meaning. For $p\ge2$, $g_p(z_i)=0$ means $g_{p-1}(z_i)=a_{p-1}$ by (1). The fraction that stops at level $p-1$ then already has the right innermost value at $z_i$, and so already matches $u_i$. If $i>p$, the next division at this node fails. If $i=p<N$, then $a_p=0$, and the table may still be completed although the fraction misses a node. For example, the values $1,1,\tfrac12$ at $z=0,1,2$ give the coefficients $1,0,-1$, and the fraction equals $1$ wherever it is defined.

## Evaluating without inner divisions

Evaluating the fraction from the inside outwards requires a division at each level. An inner denominator can vanish at a point where the whole fraction is finite. Recursion (2) postpones division to the end. It has to be shown that it gives the same function.

Write the fraction truncated at level $n$ with tails $t_n=a_n$ and $t_p=a_p/D_p$, where $D_p=1+(z-z_p)t_{p+1}$ for $p<n$. The claim is

$$C_n=\frac{A_n}{B_n},\qquad B_n=D_1D_2\cdots D_{n-1}. \tag{6}$$

For $n=1$ the product is empty, $B_1=1$ and $C_1=a_1$. Suppose that (6) holds at level $n$ for any values of the coefficients. The fraction with $n+1$ levels follows from that with $n$ levels by the replacement

$$a_n\to\frac{a_n}{1+x},\qquad x=(z-z_n)a_{n+1}.$$

For $n\ge2$, $A_{n-1}$ and $A_{n-2}$ do not contain $a_n$. Making the replacement in $A_n$ and multiplying by $1+x$ gives

$$\begin{aligned}
&(1+x)\left[A_{n-1}+(z-z_{n-1})\frac{a_n}{1+x}A_{n-2}\right]\\
&\quad=A_{n-1}+(z-z_{n-1})a_nA_{n-2}+xA_{n-1}\\
&\quad=A_n+xA_{n-1}=A_{n+1}.
\end{aligned}$$

The same algebra holds for $B$. For $n=1$, the replaced and multiplied numerator is $a_1=A_1+xA_0=A_2$, and the denominator is $1+x=B_1+xB_0=B_2$. The common factor $1+x$ cancels in the ratio, so $C_{n+1}=A_{n+1}/B_{n+1}$. This factor is also the new innermost denominator $D_n$, so the product in (6) gains the correct term. This completes the induction wherever the denominators $D_p$ are nonzero. Elsewhere $A_n/B_n$ extends the function, provided $B_n\ne0$.

## Why every node is matched

Fix a node $z_k$ and first stop the fraction at level $k$. Its innermost tail is $t_k=a_k=g_k(z_k)$. Suppose $t_{p+1}=g_{p+1}(z_k)$ for some $p<k$. By (1),

$$D_p=1+(z_k-z_p)g_{p+1}(z_k)=1+\frac{a_p-g_p(z_k)}{g_p(z_k)}=\frac{a_p}{g_p(z_k)}. \tag{7}$$

Condition (i) makes this finite and nonzero. Hence $t_p=a_p/D_p=g_p(z_k)$. Working outwards to $p=1$ gives

$$C_k(z_k)=g_1(z_k)=u_k,\qquad B_k(z_k)=\prod_{p<k}\frac{a_p}{g_p(z_k)}\ne0. \tag{8}$$

Now add the later levels. In the step from $k$ to $k+1$ the factor $z-z_k$ vanishes at $z_k$, so $A_{k+1}(z_k)=A_k(z_k)$ and $B_{k+1}(z_k)=B_k(z_k)$. From there on, $A$ and $B$ obey the same linear recursion and start from two equal values each. Therefore

$$A_n(z_k)=\lambda_nA_k(z_k),\qquad B_n(z_k)=\lambda_nB_k(z_k),\qquad n\ge k,$$

with $\lambda_k=\lambda_{k+1}=1$ and $\lambda_{n+1}=\lambda_n+(z_k-z_n)a_{n+1}\lambda_{n-1}$ for $n>k$. Since $B_k(z_k)\neq0$, condition (ii) is the statement $\lambda_N\ne0$. The factor then cancels, and

$$C_N(z_k)=\frac{\lambda_NA_k(z_k)}{\lambda_NB_k(z_k)}=C_k(z_k)=u_k .$$

This proves the theorem. The argument uses no property of a self-energy, and the program also tests it on random complex data.

## The point that can be missed

Take the values $1,\tfrac12,\tfrac12$ at $z=0,1,2$. Then $a_1=1$, and

$$g_2(1)=\frac{1-\frac12}{1\cdot\frac12}=1,\qquad g_2(2)=\frac{1-\frac12}{2\cdot\frac12}=\frac12,$$

$$a_2=1,\qquad a_3=g_3(2)=\frac{1-\frac12}{(2-1)\frac12}=1 .$$

No divisor vanishes. Recursion (2) gives $A_2=1$ and $B_2=1+z$, then

$$A_3=1+(z-1)=z,\qquad B_3=1+z+(z-1)=2z.$$

The ratio is $1/2$ wherever it is defined, while the first datum is 1. At $z=0$ both polynomials vanish, and $\lambda_3=1+(0-1)\cdot1=0$.

The pair $P=z$, $Q=2z$ satisfies all three linear equations (4), which therefore do not reveal the failure. Reordering the nodes does not help either. If $P$ and $Q$ have degree at most one and $P/Q=\tfrac12$ at $z=1$ and $z=2$, then $P-Q/2$ has degree at most one and two zeros. It vanishes identically, and the ratio is $\tfrac12$ everywhere. A possible remedy is to change the set of nodes or their number, and then to check again. In this example a fourth node at $z=3$ with the value $\tfrac13$ repairs the fit, but one with the value $\tfrac12$ does not. When (i) holds, a program in exact arithmetic finds the problem by evaluating $B_N$ at every node. The interpolation error alone is not a safe substitute. In floating-point arithmetic $B_N$ at a missed node may be of rounding size instead of exactly zero. The ratio there is then finite and may be wrong, but it may also equal the datum while the function is wrong right beside the node. For three nodes with $a_1=1$, for instance, $A_3$ and $B_3$ at the first node are the same expression $1+(z_1-z_2)a_3$, so their ratio is $1$ unless both are exactly zero. A value of $B_N$ that is tiny compared with the terms added in (2) is therefore a warning even if the interpolation error is small. The divisors in (1) must be watched as well. If $C_2$ already matches the fourth of four data but not the third, $g_3(z_4)$ may be of rounding size instead of zero, and $a_4$ is then huge. At $z_3$ the factor $z-z_3$ removes $a_4$, so $B_4$ has ordinary size and the datum is reproduced, while slightly beside $z_3$ the fraction falls back to $C_2$.

## Why $2M$ nodes recover $M$ poles

By induction from (2), $A_N$ has degree at most $\lfloor(N-1)/2\rfloor$ and $B_N$ at most $\lfloor N/2\rfloor$. The starting values obey this. In one step, the second term for $A_{n+1}$ has degree at most $1+\lfloor(n-2)/2\rfloor=\lfloor n/2\rfloor$, and that for $B_{n+1}$ at most $1+\lfloor(n-1)/2\rfloor=\lfloor(n+1)/2\rfloor$.

Suppose $P/Q$ and $P'/Q'$ both obey these limits, have nonzero denominators at the nodes and match the data. Then $PQ'-P'Q$ vanishes at $N$ points. Its degree is at most $\lfloor(N-1)/2\rfloor+\lfloor N/2\rfloor=N-1$, so it is identically zero and the two functions are equal.

On a common denominator, (3) has a numerator of degree at most $M-1$ and a denominator of degree $M$. These are the limits for $N=2M$, hence $C_{2M}=\Sigma$. The $M$ poles must be the roots of $B_{2M}$. Near a simple root $B_{2M}(z)\approx(z-E_m)B'_{2M}(E_m)$, so

$$R_m=\frac{A_{2M}(E_m)}{B'_{2M}(E_m)} .$$

A constant added to $\Sigma$ raises the numerator degree to $M$ and requires $2M+1$ nodes. It is simpler to subtract a known static part first.

One more node brings no new information. Since $C_{2M}=\Sigma$ everywhere, the inverse differences at the new node equal the tails of $C_{2M}$ there, if those are finite and nonzero. The last tail is the constant $a_{2M}$, so (1) gives $a_{2M+1}=0$. The divisor $a_{2M}$ is not zero, because otherwise $2M-1$ levels, with at most $M-1$ poles, would represent $\Sigma$. In finite precision $a_{2M+1}$ is rounding noise, and the next level divides by such noise. The coefficients from there on may be of ordinary size, but they carry no information about $\Sigma$.

## The algorithm

1. Copy the data into an array $g$ and set $a_1=g_1$.
2. For $p=2,\dots,N$, replace $g_i$ for every $i\ge p$ by $(a_{p-1}-g_i)/[(z_i-z_{p-1})g_i]$, then set $a_p=g_p$.
3. At each wanted $z$, run (2) from $n=1$ to $N-1$ and return $A_N/B_N$.
4. Check the divisors in step 2, and check $B_N$ and the interpolation error at all nodes.

Setup costs of order $N^2$ operations and each evaluation of order $N$. If $A$ and $B$ become too large or too small, the current and previous values of both may be multiplied by one common factor. The recursion is linear, so the ratio is unchanged.

If all remaining inverse differences of a level are only rounding noise, the fraction should be stopped before that level. This noise is amplified by the table and can lie far above the machine precision: in the double-precision example below $|a_9|=5.6\times10^{-12}$ Ha⁻¹, against $|a_8|=0.47$ Ha⁻¹. If only some vanish, another node order may help. A zero datum cannot be cured by reordering. In any position but the first it is a divisor at the first level, and in the first position it gives $a_1=0$, so that every $A_n$ in (2) vanishes. For model (3) this does not occur, because

$$\operatorname{Im}\Sigma(i\omega)=-\omega\sum_m\frac{R_m}{\omega^2+E_m^2}<0,\qquad\omega>0.$$

This protects the first level alone; later ones still need checking.

## A self-energy with four known poles

Take poles at $-1.5$, $-0.8$, $0.9$ and $1.6$ Ha with residues $0.05$, $0.10$, $0.08$ and $0.04$ Ha². These are round model parameters. Eight nodes $z_k=0.5k\,i$ Ha give $N=2M$. The first two data are

$$u_1=0.029187-0.111033i,\qquad u_2=0.014101-0.131795i\ \text{Ha}.$$

Thus $a_1=u_1$, and with $z_2-z_1=0.5i$ Ha

$$a_2=\frac{u_1-u_2}{0.5i\,u_2}=\frac{0.015086+0.020762i}{0.065898+0.007050i}=0.2597+0.2873i\ \text{Ha}^{-1}.$$

Continuing to $a_8$ and finding the roots of $B_8$ returns all four poles and residues to the ten printed decimals. This calculation used 50-digit arithmetic. The ninth coefficient has magnitude $1.5\times10^{-46}$ Ha⁻¹ there and $5.6\times10^{-12}$ Ha⁻¹ in double precision, where theory gives zero.

To measure the continuation, compare $C_N$ with $\Sigma$ at 101 points $\omega+i\eta$, with $\eta=0.05$ Ha and $\omega$ from $-2.5$ to $2.5$ Ha. For scale, the pole at $-0.8$ Ha alone contributes $0.10/0.05=2$ Ha in magnitude directly above itself. The largest absolute errors in double precision are:

- $N=4$: $1.36$ Ha
- $N=6$: $1.37$ Ha
- $N=8$: $4.9\times10^{-11}$ Ha
- $N=12$: $4.3\times10^{-11}$ Ha

All four fits match their nodes to better than $10^{-16}$ Ha. With four or six nodes the fit has at most two or three poles and cannot represent four; in this example the largest error happens to be about the same in both cases. At $N=12$ the superfluous levels did no harm in this case, although they were built from rounding noise. That is an observation, not a guarantee.

## The quasiparticle energy

With a bare level $\varepsilon_0=-0.4$ Ha, the quasiparticle equation is $\omega=\varepsilon_0+\Sigma(\omega)$. Between the poles at $-0.8$ and $0.9$ Ha, the function $\omega-\varepsilon_0-\Sigma(\omega)$ has slope $1+\sum_mR_m/(\omega-E_m)^2>0$ and runs from $-\infty$ to $+\infty$. It has one root there. The continued self-energy gives

$$\omega=-0.4000+0.1366=-0.2634\ \text{Ha}=-7.168\ \text{eV}.$$

An independent value comes from a matrix with diagonal $\varepsilon_0,E_1,\dots,E_4$ and couplings $\sqrt{R_m}$ between the first state and the others. Its eigenvalue equations are

$$(\omega-E_m)c_m=\sqrt{R_m}\,c_0,\qquad(\omega-\varepsilon_0)c_0=\sum_m\sqrt{R_m}\,c_m .$$

Inserting the first into the second gives $\omega-\varepsilon_0=\Sigma(\omega)$ for $c_0\neq0$. The eigenvalue in the gap agrees with the continued result to the ten printed decimals.

## Matching the data is not the same as continuing them

Now replace each $u_k$ by $u_k(1+\delta\,\xi_k)$, where the $\xi_k$ are fixed random complex numbers whose real and imaginary parts have unit variance. The 50-digit arithmetic separates the effect of noise from rounding. Every noisy data set is still matched to better than $10^{-30}$ Ha, as the theorem requires. The errors relative to the noise-free $\Sigma$, in hartree, are:

- $\delta=10^{-12}$: $6.0\times10^{-6}$ on the line, $1.8\times10^{-8}$ at the quasiparticle energy
- $\delta=10^{-8}$: $0.058$ and $1.8\times10^{-4}$
- $\delta=10^{-6}$: $2.1$ and $0.028$
- $\delta=10^{-4}$: $1.4$ and $0.019$

For small $\delta$ the error is linear: raising $\delta$ from $10^{-14}$ to $10^{-12}$ multiplies the line error by $100.0$. The factor is $6.0\times10^6$ Ha per unit of $\delta$, for this noise pattern and these nodes. Linear growth would give $6$ Ha at $\delta=10^{-6}$, but the error found is $2.1$ Ha, so the linear regime has ended. Beyond it the error need not grow with the noise, as the last entry shows.

The continued self-energy is less sensitive at the quasiparticle energy, which lies away from the poles. The error listed there is that of $\Sigma$ at the noise-free root, not the shift of the root. For small noise, a change $\delta E_m$ of a pole and $\delta R_m$ of its residue alter the function by

$$\delta\Sigma(z)=\sum_m\left[\frac{\delta R_m}{z-E_m}+\frac{R_m\,\delta E_m}{(z-E_m)^2}\right].$$

The nearest pole, at $-0.8$ Ha, is $0.8-0.263=0.537$ Ha from the quasiparticle energy, but only $0.05$ Ha from the point of the test line directly above it. Its second term is therefore smaller at the quasiparticle energy than at that point by a factor $(0.537/0.05)^2\approx115$. At $\delta=10^{-12}$ the total error is smaller than the largest error on the line by a factor of about 325. This ratio cannot be read from a single term. The largest error on the line lies above the pole at $1.6$ Ha. At the quasiparticle energy the residue terms are the larger ones: for the nearest pole this term falls only by $0.537/0.05\approx11$, and it amounts to $9.8\times10^4$ Ha per unit of $\delta$, against $4.4\times10^4$ for the shift term. The eight terms then cancel to a total of $1.8\times10^4$. Distance from the poles and cancellation both contribute.

At $\delta=10^{-4}$ the error of $0.019$ Ha is 14% of $\Sigma$ at the quasiparticle energy, or about half an electronvolt. This is the modulus of a complex error; the root of $\omega=\varepsilon_0+\operatorname{Re}C_8(\omega)$ moves by about $0.3$ eV. A vanishing interpolation error is therefore a necessary test of the implementation, not a sufficient one, and says nothing about the accuracy of the continuation. For that, one must vary the nodes and the precision of the data, or compare with a calculation that needs no continuation. The numerical check does the last of these for the model. A self-energy with a continuum, or with more than $N/2$ poles, lies outside the recovery result, even though its data are still matched at every node whenever conditions (i) and (ii) hold.

## Table of computed values

```
random data, 8 and 9 nodes: max node error 1.9e-50
random data: max difference from linear solve 4.8e-51
missed-point example: coefficients 1 1 1
missed-point example at z=0: A=0, B=0, datum=1
missed-point example at z=1/1000: A/B=1/2
number of poles 4, nodes 8, node spacing 0.5 Ha
eta 0.05 Ha; error line from -2.5 to 2.5 Ha, 101 points
k=1 omega=0.5 Ha Sigma=0.02918731-0.11103306j Ha
k=2 omega=1.0 Ha Sigma=0.01410088-0.13179508j Ha
k=3 omega=1.5 Ha Sigma=0.00751330-0.12025948j Ha
k=4 omega=2.0 Ha Sigma=0.00451647-0.10456260j Ha
k=5 omega=2.5 Ha Sigma=0.00297179-0.09066970j Ha
k=6 omega=3.0 Ha Sigma=0.00208964-0.07929912j Ha
k=7 omega=3.5 Ha Sigma=0.00154435-0.07011438j Ha
k=8 omega=4.0 Ha Sigma=0.00118584-0.06265434j Ha
coefficient a_1 = 0.02918731-0.11103306j Ha
coefficient a_2 = 0.25967435+0.28728228j 1/Ha
coefficient a_3 = 1.88462144-1.48472826j 1/Ha
coefficient a_4 = -1.36976746+0.25278636j 1/Ha
coefficient a_5 = 0.00273015+0.00671069j 1/Ha
coefficient a_6 = 0.06162991-0.16119160j 1/Ha
coefficient a_7 = 0.11588220+0.13907883j 1/Ha
coefficient a_8 = -0.13123578-0.44677568j 1/Ha
pole input -1.50 found -1.5000000000 Ha; residue input 0.05 found 0.0500000000 Ha^2
pole input -0.80 found -0.8000000000 Ha; residue input 0.10 found 0.1000000000 Ha^2
pole input 0.90 found 0.9000000000 Ha; residue input 0.08 found 0.0800000000 Ha^2
pole input 1.60 found 1.6000000000 Ha; residue input 0.04 found 0.0400000000 Ha^2
50 digits, 8 nodes: node error 1.3e-51 Ha, line error 5.3e-45 Ha
|a_9|: 50 digits 1.5e-46 1/Ha, double 5.6e-12 1/Ha
double, N=4: node error 3.0e-17 Ha, line error 1.36e+00 Ha
double, N=6: node error 2.8e-17 Ha, line error 1.37e+00 Ha
double, N=8: node error 5.1e-17 Ha, line error 4.93e-11 Ha
double, N=12: node error 5.6e-17 Ha, line error 4.29e-11 Ha
relative noise scale 1e-14: node 1.0e-51, line 5.95e-08, at QP energy 1.83e-10 Ha
relative noise scale 1e-12: node 1.2e-51, line 5.95e-06, at QP energy 1.83e-08 Ha
relative noise scale 1e-08: node 8.4e-52, line 5.83e-02, at QP energy 1.83e-04 Ha
relative noise scale 1e-06: node 3.5e-51, line 2.13e+00, at QP energy 2.80e-02 Ha
relative noise scale 1e-04: node 4.4e-52, line 1.38e+00, at QP energy 1.94e-02 Ha
line error ratio for noise 1e-12 and 1e-14: 99.9996
line error / relative noise scale: 5.951e+06 Ha
bare level -0.4 Ha
QP energy from Pade -0.2634262674 Ha = -7.168194 eV
QP energy from matrix -0.2634262674 Ha
Sigma at QP energy 0.1365737326 Ha
```
